# Closure of PAW pair densities: core and partial-wave deficits: verification in Python

```python
"""Closure of squared pair densities in a radial PAW model (Hartree atomic units).

Result under test: sum_f |<f|exp(iq.r)|i>|^2 = 1 for a complete final set.
Omitting the 1s core lowers the sum by C(q); omitting all partial waves with
l >= 2 lowers it by D(q), so that the PAW valence sum is 1 - C - D.
i: valence 2p state averaged over m; u: its radial function times r;
pseudo: smooth partner of u, equal to u beyond r_c; j_L: spherical Bessel.
A final channel l couples through L = l-1 (weight l) and L = l+1 (weight l+1).
Radial functions are stored multiplied by the square root of the quadrature
weight, so a dot product of two of them is a radial integral.
"""
import math
import numpy as np
from numpy.polynomial import Legendre
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh, qr, solve_triangular
from scipy.special import spherical_jn

BOX, RC, NBASIS, LMAX = 10.0, 1.5, 90, 42
Z_INNER, DECAY = 7.0, 2.0

# Quadrature split at r_c, where the pseudo wave is only piecewise smooth
x1, w1 = leggauss(100)
x2, w2 = leggauss(140)
r = np.concatenate([RC * (x1 + 1) / 2, RC + (BOX - RC) * (x2 + 1) / 2])
weight = np.concatenate([RC * w1 / 2, (BOX - RC) * w2 / 2])
sw = np.sqrt(weight)

# Polynomial basis vanishing at both ends, orthonormalized by QR
leg = legvander(2 * r / BOX - 1, NBASIS + 1)
k = np.arange(NBASIS)
raw = leg[:, :NBASIS] - leg[:, 2:]
raw_slope = -(2 * k + 3) * leg[:, 1:NBASIS + 1] * 2 / BOX
basis, tri = qr(sw[:, None] * raw, mode="economic")
slope = solve_triangular(tri, (sw[:, None] * raw_slope).T, trans="T").T


def solve_channel(l, potential):
    """Energies, weighted radial functions and basis coefficients."""
    v_eff = potential + l * (l + 1) / (2 * r**2)
    ham = 0.5 * slope.T @ slope + basis.T @ (v_eff[:, None] * basis)
    energy, vec = eigh((ham + ham.T) / 2)
    return energy, basis @ vec, vec


# Solver check on pure Coulomb levels -Z^2/(2 n^2) with Z = 8
assert abs(solve_channel(0, -8 / r)[0][0] + 32) < 1e-6
assert abs(solve_channel(1, -8 / r)[0][0] + 8) < 1e-6

potential = -(1 + Z_INNER * np.exp(-DECAY * r)) / r
channels = [solve_channel(l, potential) for l in range(LMAX + 1)]
energies = [c[0] for c in channels]
states = [c[1] for c in channels]
core = states[0][:, 0]

# Initial 2p state as a Legendre series, to obtain derivatives at r_c
coef = solve_triangular(tri, channels[1][2][:, 0])
series = np.zeros(NBASIS + 2)
series[:NBASIS] += coef
series[2:] -= coef
wave = Legendre(series, domain=[0, BOX])
if wave(RC) < 0:
    wave = -wave
u = sw * wave(r)
assert abs(u @ u - 1) < 1e-9

# Pseudo wave: r^2, r^4, r^6, r^8 matched in value and three derivatives
powers = [2, 4, 6, 8]
match = [[math.perm(p, d) * RC**(p - d) for p in powers] for d in range(4)]
target = [wave(RC)] + [wave.deriv(d)(RC) for d in (1, 2, 3)]
poly = np.linalg.solve(np.array(match), np.array(target))
inside = r < RC
smooth = sum(a * r**p for a, p in zip(poly, powers))
pseudo = np.where(inside, sw * smooth, u)
delta = u - pseudo
pseudo_norm = pseudo @ pseudo


def couplings(l):
    return [(L, w) for L, w in ((l - 1, l), (l + 1, l + 1)) if w > 0]


def state_sum(source, q, l, first=0, e_max=np.inf):
    """Explicit sum over final states of channel l."""
    keep = energies[l] < e_max
    keep[:first] = False
    total = 0.0
    for L, w in couplings(l):
        amp = states[l][:, keep].T @ (spherical_jn(L, q * r) * source)
        total += w * (amp @ amp)
    return total


def core_deficit(q):
    return (core @ (spherical_jn(1, q * r) * u))**2


def wave_deficit(q):
    """Closed form for no partial waves in any channel l >= 2."""
    j0, j1, j2 = (spherical_jn(L, q * r) for L in range(3))
    return np.sum((u**2 - pseudo**2) * (1 - j0**2 - j1**2 - 2 * j2**2))


# Angular weights against direct integration of exp(i q r x), x = cos(theta)
q_test = 2.0
x, wx = leggauss(80)
phase = np.exp(1j * q_test * np.outer(r, x))
root = np.sqrt(1 - x**2)
p0, p1 = np.sqrt(1.5) * x, np.sqrt(0.75) * root
s0 = np.sqrt(0.5) * np.ones_like(x)
d0, d1 = np.sqrt(5 / 8) * (3 * x**2 - 1), np.sqrt(15 / 4) * x * root
direct_core = abs((core * u) @ (phase @ (wx * s0 * p0)))**2 / 3
assert abs(direct_core - core_deficit(q_test)) < 1e-10
for index in (0, 6):
    final = states[2][:, index]
    a0 = (final * u) @ (phase @ (wx * d0 * p0))
    a1 = (final * u) @ (phase @ (wx * d1 * p1))
    direct = (abs(a0)**2 + 2 * abs(a1)**2) / 3
    radial = sum(w * (final @ (spherical_jn(L, q_test * r) * u))**2
                 for L, w in couplings(2))
    assert abs(direct - radial) < 1e-10

print("Model: V = -[1 + %.0f exp(-%.0f r)]/r" % (Z_INNER, DECAY))
print("box radius %.1f bohr, r_c %.1f bohr" % (BOX, RC))
print("basis functions per channel %d, largest final l %d" % (NBASIS, LMAX))
print("1s core energy    %.5f hartree" % energies[0][0])
print("2s valence energy %.5f hartree" % energies[0][1])
print("2p initial energy %.5f hartree" % energies[1][0])
print("2p charge inside r_c     %.6f" % np.sum(u[inside]**2))
print("pseudo charge inside r_c %.6f" % np.sum(pseudo[inside]**2))
print("pseudo norm %.6f, augmentation charge %.6f"
      % (pseudo_norm, 1 - pseudo_norm))

print("q in 1/bohr; full sum; core deficit C; deficit D; PAW sum")
for q in (0.5, 1.0, 2.0, 4.0):
    full = sum(state_sum(u, q, l) for l in range(LMAX + 1))
    bare = sum(state_sum(pseudo, q, l) for l in range(LMAX + 1))
    paw = (state_sum(u, q, 0, first=1) + state_sum(u, q, 1)
           + sum(state_sum(pseudo, q, l) for l in range(2, LMAX + 1)))
    c_def, d_def = core_deficit(q), wave_deficit(q)
    assert abs(full - 1) < 1e-6
    assert abs(bare - pseudo_norm) < 1e-5
    assert abs(paw - (1 - c_def - d_def)) < 1e-5
    assert c_def > 0 and d_def > 0
    print("q %.1f: %.6f  %.6f  %.6f  %.6f" % (q, full, c_def, d_def, paw))

# Small-q laws
core_slope = (core @ (r * u))**2 / 9
wave_slope = 2 / 9 * np.sum((u**2 - pseudo**2) * r**2)
q_small = 0.02
assert abs(core_deficit(q_small) / q_small**2 / core_slope - 1) < 1e-3
assert abs(wave_deficit(q_small) / q_small**2 / wave_slope - 1) < 1e-3
print("small-q coefficient of C: %.6f bohr^2" % core_slope)
print("small-q coefficient of D: %.6f bohr^2" % wave_slope)

# Restore d partial waves one at a time; projectors are confined to r < r_c
q = 2.0
print("d channel at q = %.1f 1/bohr" % q)
shape = np.where(inside, (1 - (r / RC)**2)**2, 0.0)
chosen = [0, 6, 12, 18]
print("d partial-wave energies (hartree): "
      + ", ".join("%.4f" % energies[2][i] for i in chosen))
exact_d = state_sum(u, q, 2)
print("exact d-channel sum %.6f" % exact_d)
print("waves; d deficit; summed squared amplitude error")
deficits, errors = [], []
for count in range(len(chosen) + 1):
    phi = states[2][:, chosen[:count]]
    if count:
        overlap = phi.T @ (shape[:, None] * phi)
        proj = np.linalg.solve(overlap, (shape[:, None] * phi).T).T
    else:
        proj = phi
    explicit, predicted, error = 0.0, 0.0, 0.0
    for L, w in couplings(2):
        j = spherical_jn(L, q * r)
        correction = phi.T @ (j * u) - phi.T @ (j * pseudo)
        amp = (states[2].T @ (j * pseudo)
               + (states[2].T @ proj) @ correction)
        true_amp = states[2].T @ (j * u)
        # every final state used as a partial wave has an exact amplitude
        for i in chosen[:count]:
            assert abs(amp[i] - true_amp[i]) < 1e-9
        explicit += w * (amp @ amp)
        error += w * np.sum((amp - true_amp)**2)
        rest = j * delta - proj @ (phi.T @ (j * delta))
        predicted += w * (2 * (j * u) @ rest - rest @ rest)
    assert abs((exact_d - explicit) - predicted) < 1e-5
    deficits.append(exact_d - explicit)
    errors.append(error)
    print("%d: %.7f  %.3e" % (count, deficits[-1], error))
assert abs(deficits[-1]) < 0.2 * abs(deficits[0])
assert errors[-1] < 0.1 * errors[0]

higher = sum(state_sum(u, q, l) - state_sum(pseudo, q, l)
             for l in range(3, LMAX + 1))
assert abs(higher + deficits[0] - wave_deficit(q)) < 1e-5
print("deficit left in channels l >= 3: %.6f" % higher)
final_sum = 1 - core_deficit(q) - higher - deficits[-1]
print("PAW sum with %d d waves: %.6f" % (len(chosen), final_sum))

# A finite energy cutoff on the final states is a third, separate deficit
print("all-electron valence sum at q = %.1f 1/bohr with energy cutoff" % q)
previous = 0.0
limit = 1 - core_deficit(q)
for cutoff in (2.0, 5.0, 20.0, 80.0):
    partial = sum(state_sum(u, q, l, first=int(l == 0), e_max=cutoff)
                  for l in range(LMAX + 1))
    assert previous < partial < limit + 1e-6
    previous = partial
    print("cutoff %.0f hartree: sum %.6f, still missing %.2e"
          % (cutoff, partial, limit - partial))
print("limit without cutoff %.6f" % limit)

print("all tests passed")
```

Output:

```
Model: V = -[1 + 7 exp(-2 r)]/r
box radius 10.0 bohr, r_c 1.5 bohr
basis functions per channel 90, largest final l 42
1s core energy    -20.28548 hartree
2s valence energy -1.03003 hartree
2p initial energy -0.49477 hartree
2p charge inside r_c     0.709893
pseudo charge inside r_c 0.425710
pseudo norm 0.715818, augmentation charge 0.284182
q in 1/bohr; full sum; core deficit C; deficit D; PAW sum
q 0.5: 1.000000  0.000313  0.006630  0.993057
q 1.0: 1.000000  0.001198  0.024852  0.973950
q 2.0: 1.000000  0.004041  0.078332  0.917628
q 4.0: 1.000000  0.008657  0.163030  0.828313
small-q coefficient of C: 0.001270 bohr^2
small-q coefficient of D: 0.027116 bohr^2
d channel at q = 2.0 1/bohr
d partial-wave energies (hartree): -0.0087, 2.6971, 8.9775, 18.8580
exact d-channel sum 0.271795
waves; d deficit; summed squared amplitude error
0: 0.0667835  1.577e-02
1: 0.0222555  7.335e-03
2: 0.0026461  1.229e-03
3: 0.0002531  1.263e-04
4: 0.0000424  2.409e-05
deficit left in channels l >= 3: 0.011548
PAW sum with 4 d waves: 0.984369
all-electron valence sum at q = 2.0 1/bohr with energy cutoff
cutoff 2 hartree: sum 0.582618, still missing 4.13e-01
cutoff 5 hartree: sum 0.935887, still missing 6.01e-02
cutoff 20 hartree: sum 0.995307, still missing 6.52e-04
cutoff 80 hartree: sum 0.995957, still missing 2.71e-06
limit without cutoff 0.995959
all tests passed
```
